# Breit exchange energy of the uniform electron gas: Gaunt and retardation terms, part 2

We seek the first-order exchange energy of a uniform, unpolarized relativistic electron gas from the Breit operator $B=G+R$, with Gaunt and retardation terms

$$G=-\frac{e^2}{r}\,\boldsymbol\alpha_1\cdot\boldsymbol\alpha_2,\qquad R=\frac{e^2}{2r}\left[\boldsymbol\alpha_1\cdot\boldsymbol\alpha_2-(\boldsymbol\alpha_1\cdot\hat{\mathbf r})(\boldsymbol\alpha_2\cdot\hat{\mathbf r})\right].$$

Units are Gaussian, the electron charge is $-e$, and the negative-energy sea is omitted. Occupied states, $k<k_F$, have positive-energy spinors $u$ ($u^\dagger u=1$, spin $s$) of

$$H(\mathbf p)=c\,\boldsymbol\alpha\cdot\mathbf p+\gamma^0mc^2,\qquad \alpha_i=\begin{pmatrix}0&\sigma_i\\ \sigma_i&0\end{pmatrix},\qquad \gamma^0=\begin{pmatrix}1&0\\0&-1\end{pmatrix}.$$

These matrices anticommute in pairs and square to one; $H^2=E^2$. Primes mark the second state. Also $\mathbf p=\hbar\mathbf k$, $\mathbf q=\mathbf k-\mathbf k'$, $\rho=u^\dagger u'$, $\mathbf j=u^\dagger\boldsymbol\alpha\,u'$, $n=k_F^3/3\pi^2$, $\beta=\hbar k_F/mc$.

Exchange per volume is $e_X=e_D\Phi_X$, with $e_D$ nonrelativistic Dirac exchange and $C$ denoting Coulomb. For interactions with matrices $\Gamma_i$ and transform $4\pi e^2t_{ij}/q^2$,

$$e_X=-\frac12\iint\frac{d^3k\,d^3k'}{(2\pi)^6}\,\frac{4\pi e^2}{q^2}\,S_X,\qquad S_X=\sum_{ss'}t_{ij}\,(u^\dagger\Gamma_iu')(u^\dagger\Gamma_ju')^*.\tag{1}$$

$$S_C=\sum_{ss'}|\rho|^2,\qquad S_G=-\sum_{ss'}|\mathbf j|^2,\qquad S_R=+\sum_{ss'}|\hat{\mathbf q}\cdot\mathbf j|^2,\qquad S_B=-\sum_{ss'}|\mathbf j_T|^2,\tag{6}$$

with $|\mathbf j_T|^2=|\mathbf j|^2-|\hat{\mathbf q}\cdot\mathbf j|^2$. The total current density $\mathbf J$ vanishes, so the Breit energy is pure exchange.

Scaled integrals use $\mathbf k=k_F\mathbf x$, $\mathbf k'=k_F\mathbf y$, $q=|\mathbf x-\mathbf y|$, over two unit balls:

$$e_D=-\frac{e^2k_F^4}{4\pi^3},\qquad \Phi_X=\frac1{2I_0}\iint\frac{S_X}{q^2}.\tag{4}$$

Averages over the angle between $\mathbf x$ and $\mathbf y$ are

$$\Big\langle\frac1{q^2}\Big\rangle=\frac1{2xy}\ln\left|\frac{x+y}{x-y}\right|,\quad\Big\langle\frac1{q^4}\Big\rangle=\frac1{(x^2-y^2)^2},\quad\Big\langle\frac1{q^6}\Big\rangle=\frac{x^2+y^2}{(x^2-y^2)^4}.\tag{3}$$

With $y=xt$, $L=\ln\frac{1+t}{1-t}$ and $M_k=\int_0^1t^kL\,dt$: $M_1=1$, $M_3=\frac23$, $M_5=\frac{23}{45}$. Then $I_0=\iint\frac1{q^2}=16\pi^2\int_0^1x^3dx\,M_1=4\pi^2$ and $I_1=\iint1=\frac{16\pi^2}9$.

Section 4 found, to leading order,

$$\sum|\mathbf j|^2=2\Big(\frac\hbar{2mc}\Big)^2\left[2k^2+2k'^2+q^2\right],\qquad \sum|\hat{\mathbf q}\cdot\mathbf j|^2=2\Big(\frac\hbar{2mc}\Big)^2\frac{(k^2-k'^2)^2}{q^2},$$

$$S_G=-\frac{\beta^2}2\left[2(x^2+y^2)+q^2\right],\qquad S_R=\frac{\beta^2}2\,\frac{(x^2-y^2)^2}{q^2}.\tag{8}$$

Hence

$$\Phi_G=-\frac23\beta^2,\qquad \Phi_R=\frac19\beta^2,\qquad \Phi_B=-\frac59\beta^2,\tag{9}$$

$$e_G=\frac{3\pi}2\,\frac{e^2\hbar^2n^2}{m^2c^2},\qquad e_R=-\frac\pi4\,\frac{e^2\hbar^2n^2}{m^2c^2},\qquad e_B=\frac{5\pi}4\,\frac{e^2\hbar^2n^2}{m^2c^2}.\tag{10}$$

The spin part of $\Phi_B$ is $-\frac29\beta^2$. Section 6 also obtained it from the contact term $-\frac{8\pi}3\mu_B^2\,\boldsymbol\sigma_1\cdot\boldsymbol\sigma_2\,\delta(\mathbf r)$, with $\mu_B=e\hbar/2mc$ and $\boldsymbol\sigma_1\cdot\boldsymbol\sigma_2=-3$ for a singlet. A program checks results by quadrature with numerically diagonalized Dirac spinors.

## 7. Exact spin sums

The expansion in $1/c$ can be avoided in the spin sums. Because $H^2=E^2$, the matrix $\Lambda=(E+H)/2E$ is one on the positive-energy states and zero on the negative-energy ones, so $\sum_su_su_s^\dagger=\Lambda$. For a Hermitian $\Gamma$, $\sum_{ss'}|u^\dagger\Gamma u'|^2=\operatorname{Tr}[\Lambda\Gamma\Lambda'\Gamma]$. The explicit matrices give $\operatorname{Tr}\alpha_i=\operatorname{Tr}\gamma^0=0$. Anticommutation with the cyclic property gives $\operatorname{Tr}\alpha_i\gamma^0=0$ and $\operatorname{Tr}\alpha_i\alpha_j=4\delta_{ij}$. The diagonal current used in Section 3 is $\operatorname{Tr}\Lambda\alpha_i=4cp_i/2E=2cp_i/E$.

For the density,

$$\sum|\rho|^2=\frac{\operatorname{Tr}(E+H)(E'+H')}{4EE'}=\frac{EE'+c^2\mathbf p\cdot\mathbf p'+m^2c^4}{EE'}.\tag{11}$$

For the current, the sandwich $\sum_i\alpha_i(\cdot)\alpha_i$ turns $1$ into $3$. It turns $\alpha_j$ into $(1-1-1)\alpha_j=-\alpha_j$, the plus sign coming from $i=j$, and it turns $\gamma^0$ into $-3\gamma^0$. So $\sum_i\alpha_i(E'+H')\alpha_i=3E'-c\boldsymbol\alpha\cdot\mathbf p'-3\gamma^0mc^2$ and

$$\sum|\mathbf j|^2=\frac{3EE'-c^2\mathbf p\cdot\mathbf p'-3m^2c^4}{EE'}.\tag{12}$$

The longitudinal current follows from charge conservation. Let $H$ act to the left and $H'$ to the right in $u^\dagger(H-H')u'$. The mass terms cancel in $H-H'=c\hbar\,\boldsymbol\alpha\cdot\mathbf q$, and with $\hbar\omega=E-E'$,

$$c\,\mathbf q\cdot\mathbf j=\omega\rho,\qquad |\hat{\mathbf q}\cdot\mathbf j|^2=\frac{\omega^2}{c^2q^2}\,|\rho|^2.\tag{13}$$

**Checks on limits.** At $\mathbf p=\mathbf p'$, (11) gives $2E^2/E^2=2$ and (12) gives $(3c^2p^2-c^2p^2)/E^2=2v^2/c^2$ with $v=c^2p/E$, as two orthonormal states of velocity $v$ require. For small momenta $EE'\approx m^2c^4+\frac12c^2(p^2+p'^2)$, so (12) becomes $[\frac32(p^2+p'^2)-\mathbf p\cdot\mathbf p']/m^2c^2$. The result of Section 4 is $\frac12[2p^2+2p'^2+|\mathbf p-\mathbf p'|^2]/m^2c^2=\frac12[3p^2+3p'^2-2\mathbf p\cdot\mathbf p']/m^2c^2$, which is the same. In (13), $\hbar\omega\approx(p^2-p'^2)/2m$ and $\sum|\rho|^2\approx2$ give $2(\hbar/2mc)^2(k^2-k'^2)^2/q^2$, again as in Section 4. The program asserts (11) to (13) for diagonalized spinors at random momenta of order $mc$.

## 8. What $R$ retards

The name of $R$ needs care, because $B$, $G$ and $R$ are all instantaneous operators. The meaning appears when the Breit operator is compared with the interaction carried by a field of finite speed.

In the exchange element one electron goes from $\mathbf k'$ to $\mathbf k$ and the other from $\mathbf k$ to $\mathbf k'$. The transition charge and current of one electron vary with wave vector $\mathbf q$ and frequency $\omega$, and those of the other vary as the complex conjugate, so the energy given up by one is taken up by the other. In Lorenz (Feynman) gauge every component of the potential obeys the wave equation, which for such a source reads $(q^2-\omega^2/c^2)\varphi=4\pi\varrho$ and $(q^2-\omega^2/c^2)\mathbf A_{\rm em}=4\pi\mathbf J/c$. The other electron couples through $\varrho^*\varphi-\mathbf J^*\cdot\mathbf A_{\rm em}/c$. With $\varrho=-e\rho$ and $\mathbf J=-ec\,\mathbf j$, the factor $S/q^2$ in (1) is replaced by

$$\mathcal K=\sum_{ss'}\frac{|\rho|^2-|\mathbf j|^2}{q^2-\omega^2/c^2}.\tag{14}$$

This is the Møller interaction, and (1) with (14) is what is meant here by the full first-order exchange of the no-sea gas. The denominator is positive for $\mathbf k\ne\mathbf k'$: the gradient of $E(\mathbf p)$ is the velocity, whose size is below $c$, so $|E-E'|<c|\mathbf p-\mathbf p'|$ and $|\omega|<cq$. No real photon can be emitted, and the energy is real.

Split $|\mathbf j|^2=|\mathbf j_T|^2+|\hat{\mathbf q}\cdot\mathbf j|^2$ and use (13). Then $|\rho|^2-|\hat{\mathbf q}\cdot\mathbf j|^2=|\rho|^2(q^2-\omega^2/c^2)/q^2$, the denominator cancels in this part, and

$$\mathcal K=\sum_{ss'}\left[\frac{|\rho|^2}{q^2}-\frac{|\mathbf j_T|^2}{q^2-\omega^2/c^2}\right].\tag{15}$$

This is the Coulomb-gauge form: an instantaneous Coulomb term and a transverse term, whose exchange factor is called $\Phi_T$. Setting $\omega=0$ in the transverse denominator gives $S_B/q^2$ of (6). In Coulomb gauge, then, the whole Breit operator is the static limit of the transverse field, and nothing in it is retarded.

In Feynman gauge the same $\mathcal K$ is divided differently. The current term of (14) at $\omega=0$ is the Gaunt term. The charge term is

$$\frac{|\rho|^2}{q^2-\omega^2/c^2}=\frac{|\rho|^2}{q^2}+\frac{|\rho|^2\,\omega^2/c^2q^2}{q^2-\omega^2/c^2}=\frac{|\rho|^2}{q^2}+\frac{|\hat{\mathbf q}\cdot\mathbf j|^2}{q^2-\omega^2/c^2},$$

by (13) again. The second piece is what the finite speed of the scalar potential adds to the Coulomb interaction, and its first term in $\omega^2$ is $|\hat{\mathbf q}\cdot\mathbf j|^2/q^2=S_R/q^2$ after the spin sum. So $R$ is the lowest-order retardation of the charge–charge interaction in Feynman gauge. It has to accompany $G$ because $\omega^2/c^2q^2$ is of order $v^2/c^2$, the same order as $|\mathbf j|^2$. The division into $G$ and $R$ refers to that gauge; the sum $\mathcal K$ does not depend on the gauge.

**Check.** The program asserts the equality of (14) and (15) point by point at random momenta. It also integrates the retarded Feynman charge piece on its own and finds the coefficient $+0.111111$ of $\beta^2$.

## 9. The frequency dependence that the Breit operator omits

The difference between the full transverse term and the Breit term has the kernel

$$-\sum|\mathbf j_T|^2\left[\frac1{q^2-\omega^2/c^2}-\frac1{q^2}\right]=-\sum|\mathbf j_T|^2\,\frac{\omega^2/c^2}{q^2(q^2-\omega^2/c^2)}\le0,$$

so $\Phi_T\le\Phi_B$ at every $\beta$. For the leading term put $s=x^2+y^2$ and $\Delta=x^2-y^2$. Then $\omega/c\approx\hbar(k^2-k'^2)/2mc=k_F\,\beta\Delta/2$, and from (8) $\sum|\mathbf j_T|^2=\frac{\beta^2}2[2s+q^2-\Delta^2/q^2]$. Dropping $\omega^2$ in the denominator,

$$\Phi_T-\Phi_B=-\frac{\beta^4}{16I_0}\iint\left[\frac{2s\Delta^2}{q^4}+\frac{\Delta^2}{q^2}-\frac{\Delta^4}{q^6}\right].$$

The prefactor is $\frac12\cdot\frac14\cdot\frac1{2I_0}$. Each term converges because $|\Delta|=|\mathbf q\cdot(\mathbf x+\mathbf y)|\le2q$. By (3) the first term averages to $2s$ and the third to $-s$. Two integrals remain:

$$I_5=\iint s=2\cdot\frac{4\pi}5\cdot\frac{4\pi}3=\frac{32\pi^2}{15},$$

$$I_4=\iint\frac{\Delta^2}{q^2}=16\pi^2\int_0^1x^7dx\int_0^1t(1-t^2)^2L\,dt=2\pi^2\,(M_1-2M_3+M_5)=2\pi^2\cdot\frac{45-60+23}{45}=\frac{16\pi^2}{45}.$$

In $I_4$ the power $x^7$ is the $x^3$ of $I_0$ times the $x^4$ from $\Delta^2=x^4(1-t^2)^2$. The sum is $I_4+I_5=(16+96)\pi^2/45=112\pi^2/45$, and $16I_0=64\pi^2$, so

$$\Phi_T-\Phi_B=-\frac{112}{45\cdot64}\,\beta^4=-\frac7{180}\,\beta^4+O(\beta^6).\tag{16}$$

The correction begins two powers of $\beta$ beyond (9), and therefore $-\frac59\beta^2$ is the leading term of the full transverse exchange as well as of the Breit exchange. The correction (16) is also a retardation effect, that of the transverse field in Coulomb gauge, and it is a different object from $R$.

**Check.** The spinor quadrature gives $-0.038889$ for the coefficient in (16) and $-0.555555$ for the $\beta^2$ coefficient of $\Phi_T$; both are asserted.

## 10. The Coulomb term, and an identity that holds at all $\beta$

The Coulomb exchange also changes, because at different momenta the spin-summed squared overlap $S_C$ is less than its nonrelativistic value 2. In (11) write $2\mathbf p\cdot\mathbf p'=p^2+p'^2-\hbar^2q^2$ and $c^2p^2=E^2-m^2c^4$. The mass terms cancel:

$$S_C=\frac{2EE'+E^2+E'^2-\hbar^2c^2q^2}{2EE'}=\frac{(E+E')^2-\hbar^2c^2q^2}{2EE'}.\tag{17}$$

Since $(E+E')^2/2EE'=2+(E-E')^2/2EE'$ differs from 2 only at order $\beta^4$, the leading form in scaled variables is $S_C\approx2-\beta^2q^2/2$, and

$$\Phi_C=1-\beta^2\,\frac{I_1}{4I_0}=1-\frac19\beta^2 .$$

This cancels $\Phi_R$, and the total is $\Phi_C+\Phi_T=1-\frac19\beta^2-\frac59\beta^2=1-\frac23\beta^2$, which at this order is $1+\Phi_G$. The program asserts both coefficients, finding $-0.111111$ and $-0.666666$.

The cancellation is not confined to order $\beta^2$. By (13), $S_C+S_R=S_C\,(1+\omega^2/c^2q^2)$. Let $Q=\hbar cq$, so that $\omega^2/c^2q^2=(E-E')^2/Q^2$. Multiplying out with (17),

$$\frac{S_C+S_R}{Q^2}=\frac1{2EE'}\left[\frac{(E+E')^2-(E-E')^2}{Q^2}+\frac{(E^2-E'^2)^2}{Q^4}-1\right].$$

Now $E^2-E'^2=\hbar^2c^2(k^2-k'^2)$, so the second term in the bracket is $(k^2-k'^2)^2/q^4$. The energies do not depend on the angle, and by (3) this term averages to one and cancels the $-1$. The first term is $4EE'/Q^2$. Hence $\langle(S_C+S_R)/q^2\rangle=\langle2/q^2\rangle$, the nonrelativistic kernel, and

$$\Phi_C+\Phi_R=1\quad\text{for all }\beta.\tag{18}$$

The proof uses only the angular average at fixed $k$ and $k'$. For any isotropic unpolarized occupation of positive-energy states it therefore shows that $e_C+e_R$ equals the nonrelativistic exchange energy of that same occupation. For the filled Fermi sphere this energy is $e_D$, which is the case stated in (18) and used below. It follows that Coulomb plus Breit exchange equals Dirac exchange plus Gaunt exchange, $\Phi_C+\Phi_B=1+\Phi_G$, exactly. The program does not assert (18), but its printed values bear it out, as the example shows.

As an outside test of the total, Coulomb plus transverse exchange, the program integrates (14) with exact spinors at three densities and asserts that $1-\Phi_{\rm tot}$ agrees with the relativistic LDA exchange of libxc to a relative $10^{-6}$.

## 11. Worked example

The example is a model gas at round values of the Wigner–Seitz radius, $n=3/4\pi r_s^3$, in hartree atomic units ($\hbar=m=e=1$), where $c=137.036$ and one hartree is 27.2114 eV. The program and its output follow the text.

At $r_s=0.1$ bohr the density is $n=3/(4\pi\times0.1^3)=238.73\ \text{bohr}^{-3}$, and $k_F=(3\pi^2n)^{1/3}=19.1916\ \text{bohr}^{-1}$. Then $\beta=19.1916/137.036=0.140048$ and $\beta^2=0.019613$. Dirac exchange per electron is $-3\times19.1916/4\pi=-4.58165$ hartree, or $-124.67$ eV.

The leading factors from (9) are $\Phi_G=-\frac23\times0.019613=-0.01308$, $\Phi_R=\frac19\times0.019613=+0.002179$ and $\Phi_B=-\frac59\times0.019613=-0.010896$. Multiplication by $-4.58165$ hartree gives the energies per electron. For the Breit term, $(-0.010896)\times(-4.58165)=+0.04992$ hartree, and (10) divided by $n$ gives the same, $\frac{5\pi}4\times238.73/137.036^2=0.04992$ hartree, which is $+1.36$ eV. The last column below uses the same operators with exact spinors.

| term | leading order (hartree) | exact spinors (hartree) |
|---|---|---|
| Gaunt | $+0.059908$ | $+0.059145$ |
| retardation | $-0.009985$ | $-0.009859$ |
| Breit | $+0.049923$ | $+0.049286$ |

At leading order the Gaunt term is $+1.63$ eV and the retardation term $-0.27$ eV per electron. The exact Breit value is 0.9872 of the leading one, smaller by 1.3% of the leading value. The program asserts at this density that each of the three ratios differs from one by less than $\beta^2$. The full transverse energy is $+0.049353$ hartree, slightly above the Breit value as $\Phi_T\le\Phi_B$ demands. The difference of the factors is $\Phi_T-\Phi_B=-1.464\times10^{-5}$, against $-1.496\times10^{-5}$ from (16). Identity (18) reads $0.997848+0.002152=1.000000$. The total factor is 0.987076, equal to the libxc value in all printed digits.

The second table follows the $\beta^2$ law across densities.

| $r_s$ (bohr) | $\beta$ | $-5\beta^2/9$ | $\Phi_B$ | $\Phi_T$ |
|---|---|---|---|---|
| 2 | 0.007002 | $-2.7241\times10^{-5}$ | $-2.7240\times10^{-5}$ | $-2.7240\times10^{-5}$ |
| 0.1 | 0.1400 | $-0.010896$ | $-0.010757$ | $-0.010772$ |
| 0.02 | 0.7002 | $-0.2724$ | $-0.2071$ | $-0.2130$ |

At $r_s=2$ bohr the law holds to four figures, and the transverse exchange is about three parts in $10^5$ of Dirac exchange. At $r_s=0.02$ bohr, where $\beta^2=0.49$, the exact Breit factor is only 0.7602 of the leading term, and the law has failed as a quantitative statement. Identity (18) still holds there, $0.958426+0.041574=1.000000$, with $\Phi_G=-0.2487$ and a total factor of 0.7455.

The table shows that at the two higher densities the larger error of the $\beta^2$ law comes from expanding the spinors, which is the gap between $-5\beta^2/9$ and $\Phi_B$. The omitted frequency dependence, the gap between $\Phi_B$ and $\Phi_T$, is smaller and has the opposite sign. That the law must overshoot at large $\beta$ follows from (12): since $|c^2\mathbf p\cdot\mathbf p'|<EE'$, the sum $\sum|\mathbf j|^2$ is below 4, so $|\Phi_B|\le|\Phi_G|<2$ as a bound while $\beta^2$ grows without limit. That it already overshoots at order $\beta^4$ is suggested by the point $\mathbf p=\mathbf p'$, where the exact sum $2c^2p^2/E^2$ lies below its leading form $2p^2/m^2c^2$. The $\beta^4$ coefficient of $\Phi_B$ is not derived here, so this last remark is a conjecture about the cause.

## 12. Where the result applies

The fractions in (9) are derived for $\beta^2\ll1$, an unpolarized gas with a sharply filled Fermi sphere, free positive-energy spinors, and first order in $e^2$. At the same density, an occupation of another shape in general changes the Gaunt energy, and with it the Breit energy, because the integral of the kernel $(x^2+y^2)/q^2$ depends on how the momenta are distributed. The retardation energy is less sensitive: by (3) its kernel averages to one at fixed $k$ and $k'$, so for any isotropic unpolarized occupation with momenta small against $mc$ the value of $e_R$ in (10) depends on the density alone. With spin polarization the two Fermi spheres differ and the spin sums in (6) no longer run over complete sets at each pair of momenta, so the calculation has to be redone. The bulk current still vanishes, because Section 4 at $\mathbf p=\mathbf p'$ gives $u^\dagger\boldsymbol\alpha u=c\mathbf p/E$ for either spin, but a finite magnetized sample carries the surface current $c\nabla\times\mathbf M$, which gives a direct term that depends on the shape of the sample. If the gas drifts, $\mathbf J\ne0$ and the direct current–current term returns. Correlation, which is of higher order in $e^2$, and all effects of the negative-energy sea lie outside the calculation. In second order the Breit operator connects positive- to negative-energy states, and nothing derived here covers that use of it.

The link to atoms is a scaling statement within the local density approximation. A doubly occupied nonrelativistic hydrogenic $1s$ shell of nuclear charge $Z$ has the density $n=2Z^3/\pi a_0^3$ at the nucleus, with $a_0=\hbar^2/me^2$. The local Fermi wave vector is $k_F=(3\pi^2n)^{1/3}=(6\pi)^{1/3}Z/a_0$, and $\hbar/mca_0=e^2/\hbar c=\alpha_{\rm fs}$, so $\beta=(6\pi)^{1/3}Z\alpha_{\rm fs}$. At leading order the relative transverse correction in the core thus grows as $(Z\alpha_{\rm fs})^2$, and the energy per core electron, $e_B/n\propto n$ by (10), as $Z^3\alpha_{\rm fs}^2$. These powers need $\beta^2\ll1$. Since $(6\pi)^{1/3}\approx2.66$ and $\alpha_{\rm fs}=1/137.036$, $\beta$ reaches 0.70, where the second table shows the law failing, already at $Z\approx36$, so near the nucleus of a heavy atom the expansion in $\beta$ fails within the local estimate itself. How far the atom itself departs from these powers is a separate question, which the uniform gas does not answer. For small $Z\alpha_{\rm fs}$ the hydrogenic shell itself has the same powers of $Z$, because its lengths scale as $1/Z$ and its momenta as $Z$: the exchange energy then scales as $Z$, and the Breit energy, of order $(p/mc)^2e^2/r$, as $Z^3$. But the coefficient $\frac59$ belongs to the uniform gas, and a two-electron shell whose density changes on the scale $a_0/Z\sim1/k_F$ is not a slowly varying system. The local estimate is wrong in size even at small $Z\alpha_{\rm fs}$. For the $1s$ orbital $\varphi$, $\int|\varphi|^4d^3r=Z^3/8\pi a_0^3$, and $n=2|\varphi|^2$, so (10) integrated over the shell gives $\frac{5\pi}4\cdot4\cdot\frac{Z^3}{8\pi}\,\alpha_{\rm fs}^2=\frac58Z^3\alpha_{\rm fs}^2$ hartree. In the shell itself both electrons share one real orbital, so the orbital transition current vanishes and only the contact term of Section 6 remains: $(-\frac{8\pi}3\mu_B^2)(-3)\int|\varphi|^4d^3r=\mu_B^2Z^3/a_0^3=\frac14Z^3\alpha_{\rm fs}^2$ hartree. This equals the spin part of the local estimate, $\frac25$ of the whole, so the local value is too large by the factor $\frac52$ for light atoms as well.

## Numbers as computed

```
FT [4pi/q^2]: 1/r 0.99999; ret zz 1.00000 xx -0.00000; Breit zz -0.00001 xx 1.00000
M1, M3, M5 = 1 2/3 23/45
integral of 1/q^2          = 4.000000 pi^2 (4)
integral of 1              = 1.777778 pi^2 (16/9)
integral of (x2+y2)/q^2    = 4.444444 pi^2 (40/9)
integral of (x2-y2)^2/q^4  = 1.777778 pi^2 (16/9)
integral of (x2-y2)^2/q^2  = 0.355556 pi^2 (16/45)
integral of x2+y2          = 2.133333 pi^2 (32/15)
coef Gaunt                     spinors -0.666666  derived -2/3
coef retardation               spinors +0.111111  derived 1/9
coef Breit                     spinors -0.555555  derived -5/9
coef full transverse           spinors -0.555555  derived -5/9
coef Feynman charge retard.    spinors +0.111111  derived 1/9
coef Coulomb - 1               spinors -0.111111  derived -1/9
coef total - 1                 spinors -0.666666  derived -2/3
coef transverse - Breit (b^4)  spinors -0.038889  derived -7/180
coef Gaunt orbital  quadrature -0.444444  derived -4/9
coef spin           quadrature -0.222222  derived -2/9
coef Breit orbital  quadrature -0.333333  derived -1/3
c = 137.035999 a.u.; 1 hartree = 27.211386 eV
e/(pi e^2 hbar^2 n^2/m^2c^2): G 3/2, R -1/4, B 5/4
rs 2.00 bohr: beta 0.007002, beta^2 4.9033e-05, -5b^2/9 -2.72408e-05
  exact Phi: G -3.26879e-05 R 5.44799e-06 B -2.72399e-05 T -2.72400e-05
  exact Phi: C 0.999995 total 0.999967 libxc 0.999967; Breit/leading 1.0000
rs 0.10 bohr: beta 0.140048, beta^2 1.9613e-02, -5b^2/9 -1.08963e-02
  exact Phi: G -1.29091e-02 R 2.15187e-03 B -1.07572e-02 T -1.07719e-02
  exact Phi: C 0.997848 total 0.987076 libxc 0.987076; Breit/leading 0.9872
  kF 19.19158 1/bohr, n 238.7324 1/bohr^3
  Dirac exchange -4.58165 hartree/electron = -124.67 eV
  Gaunt       leading Phi -1.30756e-02, +0.059908 hartree = +1.6302 eV; exact +0.059145 hartree
  retardation leading Phi +2.17926e-03, -0.009985 hartree = -0.2717 eV; exact -0.009859 hartree
  Breit       leading Phi -1.08963e-02, +0.049923 hartree = +1.3585 eV; exact +0.049286 hartree
  full transverse +0.049353 hartree
  Phi_T - Phi_B exact -1.4640e-05, -7b^4/180 -1.4960e-05
rs 0.02 bohr: beta 0.700239, beta^2 4.9033e-01, -5b^2/9 -2.72408e-01
  exact Phi: G -2.48650e-01 R 4.15737e-02 B -2.07076e-01 T -2.12957e-01
  exact Phi: C 0.958426 total 0.745469 libxc 0.745469; Breit/leading 0.7602
```
